# The Electric Field in a Periodic Polar Well-Barrier Stack

A well 3 nm thick, repeated periodically between barriers 9 nm thick, carries an electric field of \(-1.69\) MV/cm, although there is no free charge in the stack and no net voltage across a period. The barriers carry \(+0.56\) MV/cm. If the barriers were made very thick, with no change in either material, the well field would grow in magnitude to \(2.20\) MV/cm. The field in the well is therefore not a property of the well material, nor of the two materials together. The layer thicknesses enter as well, and the way they enter follows from two conditions: one on the electric displacement at an interface and one on the potential across a period.

Let \(z\) be the growth axis. One period consists of a well, of thickness \(L_w\), and a barrier, of thickness \(L_b\). Both are uniform in the plane, and the interfaces are abrupt. By symmetry the fields of interest point along \(z\), and \(F\) denotes the component of the macroscopic electric field along \(+z\). Macroscopic means averaged over the atomic structure, so that the rapid variation inside a unit cell has been removed. In layer \(j\), with \(j=w\) or \(b\), the displacement is taken to be linear in the field,

\[
D=\varepsilon_jF+P_j .
\]

Here \(\varepsilon_j\) is the absolute static permittivity, which includes the factor \(\varepsilon_0\), and \(P_j\) is the polarisation that the layer has at zero field. The polarisation induced by the field is contained in \(\varepsilon_jF\) and must not be counted again in \(P_j\).

In a polar crystal \(P_j\) has two parts. One is the spontaneous polarisation \(P_{\rm sp}\) of the unstrained crystal. The other comes from strain, because a layer grown coherently on a substrate takes over the in-plane lattice spacing of that substrate. The layer remains free to expand or contract along \(z\), and it does so in response to the field too. This affects the permittivity, so both constants should be found from one calculation.

Let \(s\) be the in-plane strain, equal in both in-plane directions, and \(t\) the strain along \(z\). For a crystal with a three-, four- or six-fold polar axis along \(z\), the electric enthalpy per volume, to second order in \(s\), \(t\) and \(F\), is

\[
H=\tfrac12C_{33}t^2+2C_{13}st-e_{33}tF-\tfrac12\varepsilon_{\rm cl}F^2-(P_{\rm sp}+2e_{31}s)F ,
\]

apart from a term in \(s\) alone, which plays no part because \(s\) is fixed. \(C_{33}\) and \(C_{13}\) are elastic constants, \(e_{33}\) and \(e_{31}\) are piezoelectric constants, and \(\varepsilon_{\rm cl}\) is the permittivity at fixed, or clamped, strain. The factors of 2 arise because two in-plane directions contribute equally. The enthalpy is defined so that its derivative with respect to \(t\) is the stress along \(z\), and minus its derivative with respect to \(F\) is \(D\).

A layer that is free along \(z\) has no stress in that direction:

\[
\frac{\partial H}{\partial t}=C_{33}t+2C_{13}s-e_{33}F=0,
\qquad
t=\frac{e_{33}F-2C_{13}s}{C_{33}} .
\]

The displacement is

\[
D=-\frac{\partial H}{\partial F}=\varepsilon_{\rm cl}F+e_{33}t+P_{\rm sp}+2e_{31}s .
\]

Inserting \(t\) and collecting the terms with and without \(F\) gives

\[
D=\left(\varepsilon_{\rm cl}+\frac{e_{33}^2}{C_{33}}\right)F
+P_{\rm sp}+2s\left(e_{31}-\frac{e_{33}C_{13}}{C_{33}}\right).
\]

The first bracket is the permittivity \(\varepsilon_j\) to be used in the stack, and the remainder is \(P_j\). The permittivity exceeds the clamped one because the field also strains the layer along \(z\), by \(e_{33}F/C_{33}\). This is a stretch or a compression according to the sign of \(e_{33}F\), and in either case it adds a polarisation \(e_{33}^2F/C_{33}\) in the direction of the field. The small change of layer thickness caused by the field is neglected, since it would alter the potential drop at second order in the field.

The example uses round model parameters that stand for no particular material. Both layers have \(C_{33}=400\) GPa, \(C_{13}=100\) GPa, \(e_{33}=1.00\) C/m² and \(e_{31}=-0.50\) C/m². The clamped relative permittivities are 10.00 in the well and 9.00 in the barrier. The axial response adds \(e_{33}^2/(C_{33}\varepsilon_0)=0.2824\) to each, so that

\[
\frac{\varepsilon_w}{\varepsilon_0}=10.2824,\qquad
\frac{\varepsilon_b}{\varepsilon_0}=9.2824 .
\]

The well is unstrained and has \(P_w=P_{\rm sp}=-0.030\) C/m². The barrier is under an in-plane tension of 1%, \(s=0.010\), and has a spontaneous polarisation of \(-0.035\) C/m². Its strain contributes

\[
2(0.010)\left(-0.50-\frac{1.00\times100}{400}\right)=-0.015\ \text{C/m}^2 ,
\]

which gives \(P_b=-0.050\) C/m² and \(P_b-P_w=-0.020\) C/m².

With the layer constants known, the field follows from Gauss's law. In the absence of free charge it reads \(dD/dz=0\). Inside one layer \(\varepsilon_j\) and \(P_j\) are constant, so

\[
0=\frac{dD}{dz}=\varepsilon_j\frac{dF}{dz},
\]

and the field is uniform there. It can change from layer to layer, however. Applying Gauss's law to a thin box that encloses an interface without free charge shows that \(D\) has the same value on both sides:

\[
\varepsilon_wF_w+P_w=\varepsilon_bF_b+P_b .
\]

This is one equation for two unknown fields. The second equation concerns the potential. Let \(U\) be the integral of the field over one period,

\[
U=F_wL_w+F_bL_b .
\]

Since \(F=-d\phi/dz\), the electrostatic potential \(\phi\) falls by \(U\) from the beginning of a period to its end. The case of interest is \(U=0\), in which the potential repeats from one period to the next. Then

\[
F_b=-\frac{L_w}{L_b}F_w .
\]

The two fields have opposite directions, and the thinner layer has the stronger field. Substituting this into the interface condition and moving the polarisations to the right gives

\[
\varepsilon_wF_w+\varepsilon_b\frac{L_w}{L_b}F_w=P_b-P_w .
\]

Multiplication by \(L_b\) gives \((\varepsilon_wL_b+\varepsilon_bL_w)F_w=L_b(P_b-P_w)\), and hence

\[
F_w=\frac{L_b(P_b-P_w)}{\varepsilon_wL_b+\varepsilon_bL_w}.
\]

Each permittivity is multiplied by the thickness of the other layer. The reason is visible one line earlier: \(\varepsilon_b\) enters through the barrier field, whose magnitude is \(L_w/L_b\) times that of the well field.

For the example, with thicknesses in nanometres, the denominator divided by \(\varepsilon_0\) is

\[
10.2824\times9+9.2824\times3=120.39\ \text{nm},
\]

so that

\[
F_w=\frac{9}{120.39}\,\frac{-0.020\ \text{C/m}^2}{\varepsilon_0}
=-1.69\times10^{8}\ \text{V/m}=-1.69\ \text{MV/cm}.
\]

The barrier field is \(F_b=-(3/9)F_w=+0.56\) MV/cm. These are the two fields quoted at the start.

The sign can be read from the fixed polarisation charge. Where the zero-field polarisation \(P_j\) jumps, a charge per area equal to minus the jump along \(+z\) acts as the source of the field. At the lower-\(z\) face of the well, the step from barrier to well gives \(-(P_w-P_b)=P_b-P_w=-0.020\) C/m². At the higher-\(z\) face the charge is \(+0.020\) C/m². The field in the well points from the positive to the negative sheet, which is towards \(-z\). In the barrier that follows, the positive sheet lies on the lower-\(z\) side, and the field points towards \(+z\). The polarisation induced by the field screens most of these sheets. The net bound charge at the lower-\(z\) face of the well is \(\varepsilon_0(F_w-F_b)=-0.0020\) C/m², of the same sign but about ten times smaller. In what follows, the interface charge means the fixed charge of magnitude \(|P_b-P_w|\).

The thickness dependence also has a simple electrical reading. Multiplying the result by \(L_w\), then dividing numerator and denominator by \(L_wL_b\), gives

\[
F_wL_w=\frac{P_b-P_w}{\varepsilon_w/L_w+\varepsilon_b/L_b}.
\]

The quantities \(\varepsilon_w/L_w\) and \(\varepsilon_b/L_b\) are the capacitances per area of the two layers. Their sum is the capacitance of two capacitors in parallel. Zero net drop forces the voltages across well and barrier to be equal in magnitude, as in a parallel connection, and the interface charge is shared between the two in proportion to their capacitances.

For very thick barriers the barrier capacitance becomes negligible, and

\[
F_w\to\frac{P_b-P_w}{\varepsilon_w}\qquad(L_b\to\infty).
\]

This is the \(-2.20\) MV/cm of the opening comparison. The limit assumes that the barrier keeps its strain. Reaching 95% of it takes \(L_b\approx51\) nm, and a real layer under 1% tension usually relaxes or cracks at thicknesses of tens of nanometres or less, which changes \(P_b\). The ratio of the actual field to this limit is \(\varepsilon_wL_b/(\varepsilon_wL_b+\varepsilon_bL_w)\), here \(92.54/120.39=0.77\). The barriers take up the remaining part of the interface charge because they must hold a field that returns the potential to its starting value. In the opposite limit, \(L_b\ll L_w\), the well field tends to \(L_b(P_b-P_w)/(\varepsilon_bL_w)\) and vanishes with the barrier thickness. If the permittivities are equal, \(\varepsilon_w=\varepsilon_b=\varepsilon\), the result reduces to

\[
F_w=\frac{P_b-P_w}{\varepsilon}\,\frac{L_b}{L_w+L_b},
\]

and the reduction factor is the fraction of the period occupied by the barrier.

For an electron in the well, the important quantity is the tilt of its potential energy. An electron has charge \(-e\) and potential energy \(-e\phi\), whose slope is \(-e\,d\phi/dz=eF\). From the lower-\(z\) to the higher-\(z\) face of the well the energy changes by

\[
eF_wL_w=-0.507\ \text{eV}.
\]

It falls towards \(+z\), so electrons are drawn to the higher-\(z\) face. Across the barrier it rises by the same amount. The band offsets at the interfaces are added separately to this electrostatic potential energy. Along a polar axis the two interfaces need not be equivalent, and a difference of 0.1 eV between the offsets at the two faces would act like a drop of 0.1 V per period and shift the well field of the example by 0.08 MV/cm. Here the offsets are taken to be equal and opposite, so that they do not enter the condition \(U=0\).

That condition deserves a closer look, because it does not follow from the periodic structure. A stack can repeat perfectly and have a periodic field while its potential drops by the same nonzero \(U\) in every period. To see what changes, keep \(U\) and solve its definition for the barrier field, \(F_b=(U-F_wL_w)/L_b\). The interface condition becomes

\[
\varepsilon_wF_w+P_w=\frac{\varepsilon_b}{L_b}(U-F_wL_w)+P_b .
\]

Multiplying by \(L_b\) and collecting the terms in \(F_w\) gives

\[
F_w=\frac{L_b(P_b-P_w)+\varepsilon_bU}{\varepsilon_wL_b+\varepsilon_bL_w}.
\]

With \(U=0.50\) V per period, the additional term in the example is \(9.2824\times0.50\ \text{V}/(120.39\ \text{nm})\), or \(0.39\) MV/cm, and the well field becomes \(-1.30\) MV/cm. The well is flat when the numerator vanishes:

\[
U=-\frac{L_b(P_b-P_w)}{\varepsilon_b}=2.19\ \text{V per period}.
\]

The whole drop then lies across the barrier.

In a long stack in thermal equilibrium there is a reason for \(U\) to be small. Consider two equivalent points separated by \(N\) periods. The energy levels of the two periods that contain them are shifted relative to each other by \(Ne|U|\), while the Fermi level is the same in both. Let \(E_g\) be the gap between the lowest electron level and the highest hole level of a period, with confinement and tilt included. When there are few carriers, the Fermi level lies inside this gap in both periods, so the levels cannot have shifted by more than \(E_g\). Therefore

\[
|U|<\frac{E_g}{Ne},
\]

and the drop per period tends to zero as the number of periods grows. The approach is slow. With \(E_g=3\) eV the bound still allows \(|U|\) up to 0.15 V for \(N=20\), a change of 7% in the well field of the example, and the allowed change falls to 1% only near \(N=140\). A current-carrying or biased stack has no common Fermi level, and there \(U\) has to be supplied as a separate condition.

The same reasoning covers a period with any number of layers. Since \(D\) is common to all of them, the field in layer \(j\) is

\[
F_j=\frac{D-P_j}{\varepsilon_j}.
\]

Multiplying by \(L_j\) and summing over the period gives

\[
U=D\sum_j\frac{L_j}{\varepsilon_j}-\sum_j\frac{L_jP_j}{\varepsilon_j},
\qquad
D=\frac{U+\sum_jL_jP_j/\varepsilon_j}{\sum_jL_j/\varepsilon_j}.
\]

For \(U=0\), the displacement is the average of the layer polarisations with weights \(L_j/\varepsilon_j\). A layer whose polarisation lies above this average has a negative field, and one whose polarisation lies below it has a positive field. To recover the two-layer result, subtract \(P_w\) from \(D\). The terms in \(P_wL_w/\varepsilon_w\) cancel, leaving

\[
D-P_w=\frac{U+L_b(P_b-P_w)/\varepsilon_b}{L_w/\varepsilon_w+L_b/\varepsilon_b}.
\]

Dividing by \(\varepsilon_w\) and multiplying numerator and denominator by \(\varepsilon_w\varepsilon_b\) returns the formula with \(U\) found above. In the example \(D=-0.0454\) C/m², which lies between \(P_b=-0.050\) and \(P_w=-0.030\) C/m². It is closer to \(P_b\) because the barrier is the thicker layer and has the smaller permittivity, and so has the larger weight.

This form also shows what must be known about the polarisations. If the same constant is added to every \(P_j\), \(D\) increases by that constant and every \(F_j\) is unchanged. The absolute value of a bulk polarisation depends on the reference structure from which it is measured, and this freedom does no harm provided that both layers use the same reference and the same direction of the axis. Values of \(P_w\) and \(P_b\) taken from different references would give a wrong difference, and hence a wrong field. The reference also enters \(e_{31}\). An in-plane strain \(s\) enlarges the area by the factor \(1+2s\), and a fixed charge per unit cell spread over that area changes \(P\) by \(-2sP\). The constant \(e_{31}\) must therefore be the full derivative of \(P\) with respect to one in-plane strain, including this geometric part \(-P\), with \(P\) measured from the same reference as \(P_{\rm sp}\). A change of reference then leaves the fields unchanged to first order in the strain, which is the order kept here. The remainder in \(P_b-P_w\) is about \(-3s^2\) times the shift of reference, since \((1+s)^2(1-2s)=1-3s^2-2s^3\). For a shift as large as 1.3 C/m² it moves the well field of the example from \(-1.69\) to \(-1.72\) MV/cm.

Free charge changes the interface condition itself. Suppose that a sheet with charge \(+q\) per area lies on the lower-\(z\) face of the well and a sheet with \(-q\) on the higher-\(z\) face. The period remains neutral. Gauss's law at the lower-\(z\) face now gives

\[
(\varepsilon_wF_w+P_w)-(\varepsilon_bF_b+P_b)=q ,
\]

and the other face gives the same equation. Compared with the charge-free case, \(P_b-P_w\) has been replaced by \(P_b-P_w+q\). For \(U=0\),

\[
F_w=\frac{L_b(P_b-P_w+q)}{\varepsilon_wL_b+\varepsilon_bL_w}.
\]

The field vanishes when \(q=P_w-P_b=+0.020\) C/m². Divided by the elementary charge, this is \(1.25\times10^{13}\) carriers per cm² on each face. The signs are those that the field itself favours: electrons at the higher-\(z\) face, where their energy is lower, and holes at the lower-\(z\) face. Half of this density would halve the field. For charge lying on the faces, the charge-free formula therefore requires sheet densities small compared with \(|P_b-P_w|/e\). Real carriers occupy wave functions of finite width, so \(D\) varies inside the well and the field there is no longer uniform. The potential must then be found together with the carrier states. For carriers confined to the well, the centres of the electron and hole distributions lie closer together than the two faces, so a given density changes the average well field by less than the sheet model says. The density found above then no longer cancels the average field, and in a well of a few nanometres, where the two distributions can overlap strongly, a much higher density may fail to do so too.

A real stack also has ends. Let \(N\) wells alternate with \(N+1\) barriers between two contacts, with the electrostatic potential equal at the two outer faces. Without free charge between the contacts, \(D\) is the same throughout the stack. All wells then have one common field and all barriers another, and the zero total drop reads

\[
NL_wF_w+(N+1)L_bF_b=0,
\qquad
F_b=-\frac{L_w}{L_b(N+1)/N}F_w .
\]

This is the periodic relation with \(L_b\) replaced by \(L_b(N+1)/N\). The interface condition does not contain the thicknesses, so the same replacement in the final formula gives the field in every well. It is \(-1.91\) MV/cm for \(N=1\), \(-1.76\) MV/cm for \(N=5\) and \(-1.71\) MV/cm for \(N=20\). Relative to the periodic value, the magnitude is larger by 13%, 4% and 1%. The additional barrier provides more thickness over which the potential can return, and its share per well falls as \(1/N\). These numbers require equal potentials at the outer faces. A built-in voltage \(V\) across the stack, as in a p-n junction, acts as \(U=V/N\) in the formula with the same replacement of \(L_b\). For \(|V|=3\) V it shifts the well field by 0.40 MV/cm at \(N=5\) and 0.11 MV/cm at \(N=20\), more than the end correction itself.

If the composition changes gradually at an interface, the abrupt steps in \(\varepsilon\) and \(P\) are replaced by smooth functions of \(z\). Without free charge \(D\) is still constant, and for \(U=0\) the sums become integrals over the period:

\[
F(z)=\frac{D-P(z)}{\varepsilon(z)},
\qquad
D=\frac{\int P(z)\,dz/\varepsilon(z)}{\int dz/\varepsilon(z)} .
\]

The field then passes continuously from its barrier value to its well value, and the two-layer formula is accurate when the graded regions are thin compared with both layers. Two further assumptions cannot be repaired so simply. If the layers vary in the plane, the polarisation can produce charge away from the interfaces and the problem is no longer one-dimensional. If the response is not linear, \(\varepsilon_j\) depends on the field, and the two conditions, continuity of \(D\) and the prescribed drop, have to be solved together with the nonlinear relation between \(D\) and \(F\).
